# Frequency decrease of a 6 MHz quartz crystal under a thin film: verification in Python

```python
"""
Quartz crystal microbalance: frequency decrease caused by a thin film.

Result under test: decrease = film_mass / sensitivity,
where film_mass is the areal mass on one face (ng/cm^2) and sensitivity is
the areal mass per hertz of decrease (ng/cm^2 per Hz).
Thickness-shear theory also gives plate_mass = sensitivity * bare_frequency,
with plate_mass the areal mass of the crystal, and the expansion
decrease / bare_frequency = r - r^2 + ..., with r = film_mass / plate_mass.

The independent road is a Rayleigh-Ritz diagonalization of a free elastic
plate carrying a point mass at a chosen depth.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.linalg import eigh

bare_frequency = 6.0e6   # Hz
sensitivity = 12.3       # ng/cm^2 per Hz
film_mass = 33.0         # ng/cm^2

# Direct answer and the range allowed by rounding of the inputs
decrease = film_mass / sensitivity
lowest = (film_mass - 0.5) / (sensitivity + 0.05)
highest = (film_mass + 0.5) / (sensitivity - 0.05)
plate_mass = sensitivity * bare_frequency
load_ratio = film_mass / plate_mass

# Plate occupies -1 <= x <= 1 with unit density and unit shear modulus.
basis_size = 16
nodes, weights = legendre.leggauss(basis_size + 4)
coefficients = np.eye(basis_size)
values = np.array([legendre.legval(nodes, c) for c in coefficients])
slopes = np.array([legendre.legval(nodes, legendre.legder(c))
                   for c in coefficients])
stiffness = (slopes * weights) @ slopes.T
plate_inertia = (values * weights) @ values.T


def fundamental(loads):
    """Lowest nonzero angular frequency; loads = [(position, mass ratio)]."""
    inertia = plate_inertia.copy()
    for position, ratio in loads:
        shape = np.array([legendre.legval(position, c) for c in coefficients])
        # The plate has total mass 2 in these units.
        inertia += 2.0 * ratio * np.outer(shape, shape)
    eigenvalues = eigh(stiffness, inertia, eigvals_only=True)
    return np.sqrt(eigenvalues[1])  # index 0 is rigid translation


bare = fundamental([])


def fractional_decrease(loads):
    return 1.0 - fundamental(loads) / bare


# Bare plate: half a shear wavelength fits into the thickness.
assert abs(bare * 2.0 / np.pi - 1.0) < 1e-10

# The film of the exercise on one face; tolerance allows for round-off in
# the difference of two nearly equal frequencies.
one_face = bare_frequency * fractional_decrease([(1.0, load_ratio)])
assert abs(one_face / decrease - 1.0) < 1e-4

# The same film on both faces doubles the decrease.
two_faces = bare_frequency * fractional_decrease(
    [(1.0, load_ratio), (-1.0, load_ratio)])
assert abs(two_faces / (2.0 * decrease) - 1.0) < 1e-4

# A heavy load reveals the second-order term; the remainder is third order.
heavy_ratio = 0.01
heavy_face = fractional_decrease([(1.0, heavy_ratio)])
second_order = heavy_ratio - heavy_ratio**2
assert abs(heavy_face - second_order) < 4.0 * heavy_ratio**3
assert abs(heavy_face - heavy_ratio) > 0.5 * heavy_ratio**2

# The same heavy load at the central node leaves the fundamental unchanged.
heavy_centre = fractional_decrease([(0.0, heavy_ratio)])
assert abs(heavy_centre) < 1e-10

print(f"Bare crystal frequency: {bare_frequency:.0f} Hz")
print(f"Sensitivity: {sensitivity:.1f} ng/cm^2 per Hz")
print(f"Film areal mass: {film_mass:.0f} ng/cm^2")
print(f"Frequency decrease, film mass / sensitivity: {decrease:.3f} Hz")
print(f"Frequency decrease, two figures: {decrease:.1f} Hz")
print(f"Lowest decrease allowed by input rounding: {lowest:.2f} Hz")
print(f"Highest decrease allowed by input rounding: {highest:.2f} Hz")
print(f"Frequency with film: {bare_frequency - decrease:.1f} Hz")
print(f"Fractional decrease: {1e6 * decrease / bare_frequency:.3f} ppm")
print(f"Plate areal mass implied by sensitivity: {plate_mass:.3e} ng/cm^2")
print(f"Film mass / plate mass: {load_ratio:.2e} (no unit)")
print(f"Diagonalization, film on one face: {one_face:.3f} Hz")
print(f"Diagonalization, film on both faces: {two_faces:.3f} Hz")
print(f"Heavy test load / plate mass: {heavy_ratio:.2f} (no unit)")
print(f"Heavy load on face, fractional decrease: {heavy_face:.6f} (no unit)")
print(f"Heavy load, second-order formula: {second_order:.6f} (no unit)")
print(f"Heavy load at centre, size of fractional change: "
      f"{abs(heavy_centre):.6f} (no unit)")
print("every check passed")
```

It prints:

```
Bare crystal frequency: 6000000 Hz
Sensitivity: 12.3 ng/cm^2 per Hz
Film areal mass: 33 ng/cm^2
Frequency decrease, film mass / sensitivity: 2.683 Hz
Frequency decrease, two figures: 2.7 Hz
Lowest decrease allowed by input rounding: 2.63 Hz
Highest decrease allowed by input rounding: 2.73 Hz
Frequency with film: 5999997.3 Hz
Fractional decrease: 0.447 ppm
Plate areal mass implied by sensitivity: 7.380e+07 ng/cm^2
Film mass / plate mass: 4.47e-07 (no unit)
Diagonalization, film on one face: 2.683 Hz
Diagonalization, film on both faces: 5.366 Hz
Heavy test load / plate mass: 0.01 (no unit)
Heavy load on face, fractional decrease: 0.009898 (no unit)
Heavy load, second-order formula: 0.009900 (no unit)
Heavy load at centre, size of fractional change: 0.000000 (no unit)
every check passed
```
